# Reciprocity of Quantum Efficiency and Electroluminescence in a Linear Junction: test program

```python
"""Reciprocity of photovoltaic quantum efficiency and electroluminescence.

Result under test, for a linear junction at junction voltage V:
    phi(E) = Qbar(E) * pi * Lbb(E) * (exp(qV/kT) - 1)
phi  : excess photon flux emitted into the outer hemisphere per energy
Qbar : short-circuit external quantum efficiency, cosine-weighted over angle
Lbb  : 2 E^2 exp(-E/kT) / (h^3 c^2), photon radiance per energy
Model: p-type absorber 0 < x < W, junction and front face at x = 0,
mirror at x = W. delta = excess electron density, psi = delta / n0.
Q comes from the illuminated problem and external angles; phi comes from
the dark injected problem and internal angles. Units: cm, s, eV.
"""
import numpy as np
from scipy import constants as const

kT = const.k * 300.0 / const.e
h_ev = const.h / const.e
c_cm = const.c * 100.0
gap, alpha_scale, parasitic = 1.4, 3.0e4, 100.0
index, width = 3.5, 3.0e-4
diffusivity, lifetime, surface_velocity = 2.0, 20e-9, 1.0e4
n_intrinsic, doping_front, doping_back = 2.0e6, 1.0e17, 5.0e17
bias = 1.0
mu_crit = np.sqrt(1 - 1 / index**2)
grading = -np.log(doping_back / doping_front) / width  # d ln(n0)/dx
n0_junction = n_intrinsic**2 / doping_front


def gauss(lo, hi, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (hi - lo) * x + 0.5 * (hi + lo), 0.5 * (hi - lo) * w


def alpha(E):
    return alpha_scale * np.sqrt(E - gap)


def radiance(E):
    return 2 * E**2 / (h_ev**3 * c_cm**2) * np.exp(-E / kT)


root, root_w = gauss(0.0, np.sqrt(0.6), 30)
energies, energy_w = gap + root**2, 2 * root * root_w
mu_trap, w_trap = gauss(0.0, mu_crit, 24)
mu_cone, w_cone = gauss(mu_crit, 1.0, 16)
cos_out, w_out = gauss(0.0, 1.0, 16)
mu_from_out = np.sqrt(1 - (1 - cos_out**2) / index**2)
R0 = 4 * np.pi * index**2 * np.sum(
    energy_w * alpha(energies) * radiance(energies))


def centres(N):
    return (np.arange(N) + 0.5) * width / N


def ray_profile(E, mu, N):
    """Cell integrals of attenuation along direct and mirrored paths."""
    h, x = width / N, centres(N)[:, None]
    k = (alpha(E) + parasitic) / np.atleast_1d(mu)[None, :]
    return 2 * np.sinh(k * h / 2) / k * (
        np.exp(-k * x) + np.exp(-k * (2 * width - x)))


def generation(E, mu, N):
    """Electrons generated per cell and per incident photon."""
    return alpha(E) / np.atleast_1d(mu)[None, :] * ray_profile(E, mu, N)


def recycling(N):
    """Equilibrium photon exchange between cells; parasitic counterpart."""
    h = width / N
    m = np.arange(N)
    s = (np.arange(2 * N - 1) + 1) * h
    T, H = np.zeros((2, N)), np.zeros((2, 2 * N - 1))
    mus = np.concatenate([mu_trap, mu_cone])
    mu_weights = np.concatenate([w_trap, w_cone])
    for E, wE in zip(energies, energy_w):
        a = alpha(E)
        emission = 2 * np.pi * a * index**2 * radiance(E) * wE
        shares = np.array([a, parasitic]) / (a + parasitic)
        for mu, wm in zip(mus, mu_weights):
            k = (a + parasitic) / mu
            c = 4 * np.sinh(k * h / 2)**2 / k
            t = c * np.exp(-k * m * h)
            t[0] = 2 * (h + np.expm1(-k * h) / k)
            r = c * np.exp(-k * (2 * width - s))
            if mu < mu_crit:  # totally reflected rays: all later passes
                g = -1 / np.expm1(-2 * k * width)
                t = t + g * c * (np.exp(-k * (2 * width - m * h))
                                 + np.exp(-k * (2 * width + m * h)))
                r = g * (r + c * np.exp(-k * s))
            T += emission * wm * shares[:, None] * t
            H += emission * wm * shares[:, None] * r
    i, j = np.indices((N, N))
    return [T[q][abs(i - j)] + H[q][i + j] for q in (0, 1)]


def matrix(N, K, slope=grading, drift=1.0, rad=R0, rate=1 / lifetime):
    """Finite-volume loss matrix acting on the excess density.
    drift = 1 obeys the Einstein relation."""
    h, D, v = width / N, diffusivity, diffusivity * slope * drift
    A = np.zeros((N, N))
    i = np.arange(N - 1)
    A[i, i] += D / h + v / 2
    A[i, i + 1] -= D / h - v / 2
    A[i + 1, i + 1] += D / h - v / 2
    A[i + 1, i] -= D / h + v / 2
    A[0, 0] += 2 * D / h
    A[-1, -1] += surface_velocity * back_factor(N, v)
    A[np.arange(N), np.arange(N)] += h * rate
    n0 = n0_junction * np.exp(slope * centres(N))
    return A + (rad * h * np.eye(N) - K) / n0[None, :]


def back_factor(N, v):
    """Back-face density divided by density in the last cell."""
    d = 2 * diffusivity * N / width
    return d / (d - v + surface_velocity)


def dark(N, A, V, drift=1.0):
    """Excess density for junction voltage V without light."""
    source = np.zeros(N)
    source[0] = (2 * diffusivity * N / width + diffusivity * grading * drift
                 ) * n0_junction * np.expm1(V / kT)
    return np.linalg.solve(A, source)


def efficiency(N, A, E, mu):
    """Junction electron flux per incident photon at short circuit."""
    density = np.linalg.solve(A, generation(E, mu, N))
    return 2 * diffusivity * N / width * density[0]


def mean_efficiency(N, A, E):
    return np.sum(2 * cos_out * w_out * efficiency(N, A, E, mu_from_out))


def emitted(N, delta, E):
    """Excess hemispherical emission from an internal-angle integral."""
    psi = delta / (n0_junction * np.exp(grading * centres(N)))
    escape = psi @ ray_profile(E, mu_cone, N)
    return 2 * np.pi * alpha(E) * index**2 * radiance(E) * np.sum(
        w_cone * escape)


def ratios(N, A, delta, V, samples):
    return np.array([emitted(N, delta, E) / (
        mean_efficiency(N, A, E) * np.pi * radiance(E) * np.expm1(V / kT))
        for E in samples])


samples = np.array([1.41, 1.45, 1.50, 1.60, 1.80])
N = 300
h = width / N
K, P = recycling(N)
A = matrix(N, K)
delta = dark(N, A, bias)

# Closed-form collection probability in a uniform, non-radiative layer.
A_plain = matrix(N, np.zeros((N, N)), slope=0.0, rad=0.0)
collected = 2 * diffusivity / h * np.linalg.inv(A_plain)[0]
length = np.sqrt(diffusivity * lifetime)
sl = surface_velocity * length / diffusivity
u = (width - centres(N)) / length
closed = (np.cosh(u) + sl * np.sinh(u)) / (
    np.cosh(width / length) + sl * np.sinh(width / length))
closed_error = np.max(abs(collected / closed - 1))
assert closed_error < 2e-4

# Equilibrium photon balance in each cell, outside light from outer angles.
outside = np.zeros(N)
for E, wE in zip(energies, energy_w):
    outside += wE * 2 * np.pi * radiance(E) * (
        generation(E, mu_from_out, N) @ (cos_out * w_out))
balance_error = np.max(abs(
    (K.sum(axis=1) + P.sum(axis=1) + outside) / (R0 * h) - 1))
assert balance_error < 1e-6

# Reciprocity and its grid convergence.
ratio = ratios(N, A, delta, bias, samples)
fine_error = np.max(abs(ratio - 1))
M = 150
K_coarse = recycling(M)[0]
A_coarse = matrix(M, K_coarse)
coarse_error = np.max(abs(ratios(
    M, A_coarse, dark(M, A_coarse, bias), bias, samples) - 1))
assert fine_error < 1e-4
assert coarse_error / fine_error > 3

# Recycling changes both spectra but leaves their relation intact.
A_no = matrix(N, np.zeros((N, N)))
delta_no = dark(N, A_no, bias)
no_recycling_error = np.max(abs(
    ratios(N, A_no, delta_no, bias, samples) - 1))
Q = np.array([mean_efficiency(N, A, E) for E in samples])
Q_no = np.array([mean_efficiency(N, A_no, E) for E in samples])
EL = np.array([emitted(N, delta, E) for E in samples])
EL_no = np.array([emitted(N, delta_no, E) for E in samples])
assert no_recycling_error < 1e-4
assert np.all(Q > 1.01 * Q_no) and np.all(EL > 1.01 * EL_no)

# Electron budget under injection.
n0 = n0_junction * np.exp(grading * centres(N))
psi = delta / n0
junction_density = n0_junction * np.expm1(bias / kT)
injected = ((2 * diffusivity / h + diffusivity * grading) * junction_density
            - 2 * diffusivity / h * delta[0])
bulk_loss = np.sum(delta) * h / lifetime
surface_loss = surface_velocity * back_factor(
    N, diffusivity * grading) * delta[-1]
parasitic_loss = np.sum(P @ psi)
light = sum(w * emitted(N, delta, E) for E, w in zip(energies, energy_w))
budget_error = abs((bulk_loss + surface_loss + parasitic_loss + light)
                   / injected - 1)
assert budget_error < 1e-6

# Violated Einstein relation: mobility half of its equilibrium value.
A_hot = matrix(N, K, drift=0.5)
hot_ratio = ratios(N, A_hot, dark(N, A_hot, bias, 0.5), bias, samples)
assert np.min(abs(hot_ratio - 1)) > 0.05

# Saturable traps: nonlinear recombination, compared with dark-limit Q.
saturation = 1.0e14


def saturated_ratio(V):
    density = np.zeros(M)
    for _ in range(100):
        rate = 1 / lifetime / (1 + density / saturation)
        new = dark(M, matrix(M, K_coarse, rate=rate), V)
        change = np.max(abs(new - density)) / np.max(new)
        density = new
        if change < 1e-10:
            break
    assert change < 1e-8
    return ratios(M, A_coarse, density, V, [1.45])[0]


trap_low, trap_high = saturated_ratio(0.9), saturated_ratio(1.15)
assert abs(trap_low - 1) < 2e-3 and trap_high > 1.02

# Size of the Boltzmann approximation at the lowest sampled energy.
E_low = samples[0]
bose_excess = 1 / np.expm1((E_low - bias) / kT) - 1 / np.expm1(E_low / kT)
boltzmann_excess = np.exp(-E_low / kT) * np.expm1(bias / kT)
bose_error = bose_excess / boltzmann_excess - 1
assert abs(bose_error) < 1e-5

Q_normal = np.array([efficiency(N, A, E, 1.0)[0] for E in samples])
absorbed = np.array([generation(E, 1.0, N).sum() for E in samples])

print(f"temperature 300 K, kT = {kT:.6f} eV; junction bias = {bias:.2f} V")
print(f"gap = {gap} eV; alpha = {alpha_scale:.1e} cm^-1 * sqrt((E-gap)/eV)")
print(f"parasitic absorption = {parasitic:.0f} cm^-1; index = {index}")
print(f"thickness = {width*1e4:.1f} um; diffusivity = {diffusivity} cm^2/s")
print(f"nonradiative lifetime = {lifetime*1e9:.0f} ns")
print(f"back surface velocity = {surface_velocity:.1e} cm/s")
print(f"intrinsic density = {n_intrinsic:.1e} cm^-3")
print(f"doping front, back = {doping_front:.1e}, {doping_back:.1e} cm^-3")
print(f"equilibrium radiative rate = {R0:.4e} cm^-3 s^-1")
print(f"radiative coefficient = {R0/n_intrinsic**2:.4e} cm^3/s")
print(f"bias factor exp(qV/kT)-1 = {np.expm1(bias/kT):.5e}")
print(f"junction excess density = {junction_density:.4e} cm^-3")
print(f"junction excess / doping = {junction_density/doping_front:.3e}")
print("E in eV; normal interband absorptance; normal Q; mean Q:")
for E, a, qn, qm in zip(samples, absorbed, Q_normal, Q):
    print(f"  {E:.2f}  {a:.5f}  {qn:.5f}  {qm:.5f}")
print("E in eV; pi*Lbb; direct EL; reciprocity EL (cm^-2 s^-1 eV^-1):")
for E, el, qm in zip(samples, EL, Q):
    black = np.pi * radiance(E)
    predicted = qm * black * np.expm1(bias / kT)
    print(f"  {E:.2f}  {black:.5e}  {el:.5e}  {predicted:.5e}")
print(f"largest relative deviation, 300 cells = {fine_error:.2e}")
print(f"largest relative deviation, 150 cells = {coarse_error:.2e}")
print(f"deviation without recycling = {no_recycling_error:.2e}")
print(f"mean Q at 1.45 eV without recycling = {Q_no[1]:.5f}")
print(f"EL gain from recycling at 1.45 eV = {EL[1]/EL_no[1]:.5f}")
print(f"largest error using normal Q = {np.max(abs(Q_normal/Q-1)):.3e}")
print(f"closed-form collection error = {closed_error:.2e}")
print(f"local photon balance error = {balance_error:.2e}")
print(f"injected electron flux = {injected:.5e} cm^-2 s^-1")
print(f"injected current density = {injected*const.e*1e3:.5e} mA/cm^2")
print(f"emitted photon flux = {light:.5e} cm^-2 s^-1")
print(f"emitted fraction = {100*light/injected:.3f} %")
print(f"bulk nonradiative fraction = {100*bulk_loss/injected:.3f} %")
print(f"back surface fraction = {100*surface_loss/injected:.3f} %")
print(f"parasitic fraction = {100*parasitic_loss/injected:.3f} %")
print(f"electron budget error = {budget_error:.2e}")
print("EL/reciprocity, half Einstein mobility, at the five energies:")
print("  " + "  ".join(f"{r:.4f}" for r in hot_ratio))
print(f"trap saturation density = {saturation:.1e} cm^-3")
print(f"EL/reciprocity at 1.45 eV, saturable traps, 0.90 V = {trap_low:.5f}")
print(f"EL/reciprocity at 1.45 eV, saturable traps, 1.15 V = {trap_high:.5f}")
print(f"Boltzmann relative error at 1.41 eV, 1 V = {bose_error:.2e}")
print("all good")
```

Output:

```
temperature 300 K, kT = 0.025852 eV; junction bias = 1.00 V
gap = 1.4 eV; alpha = 3.0e+04 cm^-1 * sqrt((E-gap)/eV)
parasitic absorption = 100 cm^-1; index = 3.5
thickness = 3.0 um; diffusivity = 2.0 cm^2/s
nonradiative lifetime = 20 ns
back surface velocity = 1.0e+04 cm/s
intrinsic density = 2.0e+06 cm^-3
doping front, back = 1.0e+17, 5.0e+17 cm^-3
equilibrium radiative rate = 3.3554e+03 cm^-3 s^-1
radiative coefficient = 8.3884e-10 cm^3/s
bias factor exp(qV/kT)-1 = 6.29884e+16
junction excess density = 2.5195e+12 cm^-3
junction excess / doping = 2.520e-05
E in eV; normal interband absorptance; normal Q; mean Q:
  1.41  0.81709  0.55210  0.55666
  1.45  0.96873  0.70560  0.70872
  1.50  0.98643  0.75796  0.76089
  1.60  0.99230  0.80717  0.80992
  1.80  0.99475  0.85154  0.85392
E in eV; pi*Lbb; direct EL; reciprocity EL (cm^-2 s^-1 eV^-1):
  1.41  4.04001e-01  1.41654e+16  1.41655e+16
  1.45  9.09305e-02  4.05924e+15  4.05926e+15
  1.50  1.40667e-02  6.74175e+14  6.74178e+14
  1.60  3.34445e-04  1.70618e+13  1.70618e+13
  1.80  1.84832e-07  9.94150e+09  9.94154e+09
largest relative deviation, 300 cells = 4.85e-06
largest relative deviation, 150 cells = 1.94e-05
deviation without recycling = 4.67e-06
mean Q at 1.45 eV without recycling = 0.48882
EL gain from recycling at 1.45 eV = 1.44986
largest error using normal Q = 8.183e-03
closed-form collection error = 3.12e-06
local photon balance error = 4.44e-16
injected electron flux = 1.72440e+16 cm^-2 s^-1
injected current density = 2.76279e+00 mA/cm^2
emitted photon flux = 5.84271e+14 cm^-2 s^-1
emitted fraction = 3.388 %
bulk nonradiative fraction = 79.583 %
back surface fraction = 11.759 %
parasitic fraction = 5.270 %
electron budget error = 3.94e-13
EL/reciprocity, half Einstein mobility, at the five energies:
  1.3082  1.2423  1.1990  1.1552  1.1172
trap saturation density = 1.0e+14 cm^-3
EL/reciprocity at 1.45 eV, saturable traps, 0.90 V = 1.00001
EL/reciprocity at 1.45 eV, saturable traps, 1.15 V = 1.14027
Boltzmann relative error at 1.41 eV, 1 V = 1.30e-07
all good
```
